\section*{Why a larger basis cannot give Hartree-Fock London attraction}

Two silane molecules, placed face to face with their silicon nuclei 8.5 bohr apart, repel each other in Hartree-Fock theory by about 0.49 millihartree (1.3 kJ/mol). Going from 76 to 212 basis functions moves this value by no more than about 0.01 millihartree, which is the size of the error from approximating the integrals. Adding electron correlation at second order turns the repulsion into an attraction, 0.68 millihartree (1.8 kJ/mol) in the largest basis used, a value not yet converged with the basis. The missing attraction is therefore not a defect of the basis. London dispersion needs both molecules to be excited together, and a single self-consistent determinant of two separated molecules has no room for such correlated excitations.

Hartree atomic units are used throughout, with nuclei held fixed. An interaction energy is the energy of the pair minus that of the two separate molecules, so a negative value means attraction.

\section{The counter-example: silane}

Silane, a gaseous precursor of silicon films, is tetrahedral and has neither charge nor dipole. The Si--H length is set to 2.80 bohr. Three hydrogens of each molecule point towards the other molecule, and inversion through the midpoint exchanges the two.

Suppose the lack of attraction came from an incomplete basis. The Hartree-Fock interaction should then turn negative as the basis grows. Three basis sets are compared:
\begin{itemize}
\item small: cc-pVDZ on all atoms, 76 functions for the pair;
\item middle: aug-cc-pVDZ on Si and cc-pVDZ on H, 94 functions;
\item large: aug-cc-pVTZ on Si and cc-pVTZ on H, 212 functions.
\end{itemize}

A finite basis brings its own false attraction. In the pair, each molecule can borrow the functions of its neighbour and lower its energy, which has nothing to do with a force. Let $E_A^{a}$ be the energy of molecule $A$ in its own basis and $E_A^{ab}$ its energy in the basis of the pair. The uncorrected and counterpoise-corrected interactions are
\begin{align}
E_{\rm raw}&=E_{AB}^{ab}-E_A^{a}-E_B^{b},\\
E_{\rm CP}&=E_{AB}^{ab}-E_A^{ab}-E_B^{ab}.
\end{align}
Their difference is
\begin{equation}
E_{\rm CP}-E_{\rm raw}=(E_A^{a}-E_A^{ab})+(E_B^{b}-E_B^{ab})\ge 0,
\end{equation}
because enlarging a variational space cannot raise the Hartree-Fock minimum.

The correlation part is computed by second-order M{\o}ller--Plesset theory (MP2), with the $1s$, $2s$ and $2p$ electrons of silicon left uncorrelated. In microhartree:
\begin{center}
\begin{tabular}{lrrr}
 & small & middle & large\\
Hartree-Fock, raw & 311 & 274 & 367\\
Hartree-Fock, corrected & 503 & 496 & 493\\
MP2 correlation, corrected & $-747$ & $-949$ & $-1176$\\
Corrected sum & $-244$ & $-452$ & $-683$
\end{tabular}
\end{center}
The electron repulsion integrals were approximated by density fitting. In the small basis this changes the Hartree-Fock and correlation parts by at most 10 microhartree relative to full integrals, so the small drift in the second row should not be interpreted.

In the large basis the sum is $493-1176=-683$ microhartree. The false attraction there is $493-367=126$ microhartree. It weakens the repulsion without reversing it, and it belongs to the basis, not to the molecules.

The basis does matter once correlation is present: the correlation part grows by more than half from the small set to the large one. It is not converged. None of the three sets has diffuse functions on hydrogen, and adding them to the middle set (aug-cc-pVDZ on all atoms, 126 functions) moves the corrected sum from $-452$ to about $-650$ microhartree, while the Hartree-Fock part stays near 493. Added diffuse and polarization functions improve the description of the excited orbitals that dispersion needs. The determinant has no means of using them for this purpose.

The distance is not a special choice. In the middle basis the corrected energies, in microhartree, are:
\begin{center}
\begin{tabular}{rrr}
$R$ (bohr) & Hartree-Fock & with MP2\\
7.5 & 1969 & 28\\
8.5 & 496 & $-452$\\
10.0 & 94 & $-256$\\
12.0 & 20 & $-91$
\end{tabular}
\end{center}
Hartree-Fock is repulsive at all four distances in this orientation. The orientation does matter: at 12 bohr the repulsion is essentially the Coulomb energy of the two permanent octupoles, and for the parallel arrangement described below that energy is about $-18$ microhartree at the same distance. With correlation there is a well. The small positive sum at 7.5 bohr depends on the basis: at 8.5 bohr the large basis lowers the sum by about 230 microhartree, so the sign at 7.5 bohr is not settled here.

\section{The correct general statement}

Let $A$ and $B$ be closed-shell molecules without charge or dipole, so far apart that their orbitals do not overlap. The Hartree-Fock interaction then consists of two parts: the Coulomb energy of the two undisturbed mean charge densities, and the energy gained when each density relaxes in the mean field of the other (induction). This holds in a finite basis and in the complete one. Neither part is the London energy $-C_6/R^6$.

The statement does not say that Hartree-Fock always repels. Permanent multipoles can attract in suitable orientations, as silane itself will show.

\section{Proof for the determinant}

The occupied orbitals of the pair may be spread over both molecules, but a unitary mixing of occupied orbitals leaves the determinant unchanged. At large separation they can thus be chosen to lie on $A$ or on $B$. For spin orbitals $i$ on $A$ and $j$ on $B$, the exchange integral is
\begin{equation}
\iint \frac{\phi_i^*(1)\phi_j(1)\,\phi_j^*(2)\phi_i(2)}{r_{12}}\,d1\,d2=0,
\end{equation}
since the product $\phi_i^*\phi_j$ vanishes everywhere without overlap. What remains between the molecules is classical: repulsion of electrons with electrons and of nuclei with nuclei, and attraction of the electrons of each molecule to the nuclei of the other. With the total charge density $\rho=\sum_K Z_K\delta(\mathbf r-\mathbf R_K)-n(\mathbf r)$ of each molecule, where $n$ is its electron density, these terms combine to
\begin{equation}
E=E_A+E_B+J[\rho_A,\rho_B],\qquad
J=\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\label{eq:split}
\end{equation}

Let a superscript 0 mark the separate molecules. Subtracting $E_A^0+E_B^0$ and minimizing gives
\begin{equation}
E_{\rm int}^{\rm HF}=J[\rho_A^0,\rho_B^0]+E_{\rm ind},\qquad E_{\rm ind}\le 0.
\label{eq:hf}
\end{equation}
The sign of $E_{\rm ind}$ follows because the undisturbed determinants are allowed trial states and already give the first term. A larger basis changes the multipoles in $J$ and the static polarizabilities in $E_{\rm ind}$. It adds no third term.

Now consider the powers of $R$. Multipoles of ranks $l$ and $l'$ interact as $R^{-(l+l'+1)}$. Without charge and dipole, $l$ and $l'$ are at least 2, so $J$ starts at $R^{-5}$ or later. A quadrupole and an octupole do give $R^{-6}$, but this is not a London term: it is linear in the permanent moments of each molecule and vanishes on averaging over orientations. Averaging over rotations of $A$ makes $\rho_A$ spherical with zero total charge, and such a density has no potential outside itself.

Induction by a quadrupole involves a field proportional to $R^{-4}$ and an energy $-\alpha F^2/2$, hence $R^{-8}$. For a tetrahedral molecule the first permanent moment is the octupole. Its electrostatic energy falls as $R^{-7}$, and its field, proportional to $R^{-5}$, induces dipoles with energy proportional to $R^{-10}$.

\section{Where the attraction enters}

Let $|00\rangle$ be the product of the exact ground states of $A$ and $B$, and $V$ the Coulomb interaction between the molecules. Second-order perturbation theory contains two kinds of excited states. If only $A$ is excited, $\langle 00|V|a0\rangle$ is the Coulomb energy of a transition density of $A$ in the mean field of $B$; this is induction. If both are excited, the contribution is
\begin{equation}
E_{\rm disp}=-\sum_{a,b\ne0}\frac{|\langle 00|V|ab\rangle|^2}{\Delta_a+\Delta_b}<0,
\label{eq:disp}
\end{equation}
where $\Delta_a$ and $\Delta_b$ are positive excitation energies. No permanent moment is needed.

To find the power of $R$, put $B$ at distance $R$ along $z$, and let $\mathbf r_A$ and $\mathbf r_B$ be electron positions relative to the two centres. With $\mathbf u=\mathbf r_B-\mathbf r_A$, the second-order term of $1/|\mathbf R+\mathbf u|$ is $(3u_z^2-u^2)/(2R^3)$. The part containing both positions comes from $u_z^2\to-2z_Az_B$ and $u^2\to-2\,\mathbf r_A\cdot\mathbf r_B$:
\begin{equation}
V\simeq\frac{\mathbf r_A\cdot\mathbf r_B-3z_Az_B}{R^3}
=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}.
\label{eq:dip}
\end{equation}
Its square in Eq.~(\ref{eq:disp}) gives $R^{-6}$.

A separated determinant cannot contain this response. It is a product of a state of $A$ and a state of $B$. Count excitations here from the undisturbed Hartree-Fock determinants of $A$ and $B$, not from the exact ground states. If the two factors contain excited states with amplitudes $c_a$ and $c_b$, relative to the amplitudes of these determinants, the doubly excited state has amplitude $c_ac_b$. When no mean field drives the single excitations, $c_a=c_b=0$ and the double excitation disappears too. Dispersion requires an amplitude $c_{ab}$ that differs from $c_ac_b$, which no product can have.

\section{Silane at long range}

At MP2 level, the excited states in Eq.~(\ref{eq:disp}) are replaced by transfers of electrons from occupied orbitals $i,j$ to empty orbitals $a,b$, with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. Two independent spins give a factor 4:
\begin{equation}
E_{\rm disp}^{\rm MP2}=-4\sum_{ia\in A}\sum_{jb\in B}
\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}.
\end{equation}
Here $(ia|jb)$ is the Coulomb integral between the transition densities, given at long range by Eq.~(\ref{eq:dip}) with transition dipoles $\mathbf r_{ia}$ and $\mathbf r_{jb}$. Tetrahedral symmetry makes the sum of $r_k r_l$ over degenerate transitions equal to $\delta_{kl}$ times one third of the sum of $|\mathbf r|^2$. Cross terms vanish, and the squares of the coefficients in Eq.~(\ref{eq:dip}) add to $1+1+4=6$. Hence
\begin{equation}
C_6=4\cdot 6\cdot\frac19\sum_{ia,jb}\frac{|\mathbf r_{ia}|^2|\mathbf r_{jb}|^2}{\Delta_{ia}+\Delta_{jb}}
=\frac83\sum_{ia,jb}\frac{|\mathbf r_{ia}|^2|\mathbf r_{jb}|^2}{\Delta_{ia}+\Delta_{jb}}.
\label{eq:c6}
\end{equation}
The orbitals of one molecule give $C_6=238$, 288 and 302 atomic units in the three basis sets. These values omit the response of the mean field and higher correlation, so they are not exact coefficients for silane.

At 8.5 bohr, the large-basis value gives $-302/8.5^6$, or about $-800$ microhartree, out of a correlation part of $-1176$. The rest contains higher multipoles and changes of the short-range and electrostatic energies, which are not separated here.

At larger distances the two theories can be compared term by term. The following energies, in microhartree, use the small basis and full integrals. ``Frozen'' means $J[\rho_A^0,\rho_B^0]$, and ``parallel'' means that $B$ is a copy of $A$ without inversion, shifted along a threefold axis (the line of one Si--H bond).
\begin{center}
\begin{tabular}{lrrr}
 & HF & frozen & correlation\\
parallel, 18 bohr & $-1.072$ & $-1.066$ & $-7.87$\\
parallel, 26 bohr & $-0.0820$ & $-0.0819$ & $-0.804$\\
face to face, 18 bohr & 1.124 & 1.127 & $-7.23$
\end{tabular}
\end{center}
Hartree-Fock follows the frozen Coulomb energy to within 1\% and lies slightly below it. The sign of this gap agrees with Eq.~(\ref{eq:hf}), but its size should not be read as the induction energy, because these energies are not counterpoise-corrected and may include some basis borrowing. Inverting $B$ reverses its octupole and with it the sign of the leading Coulomb term. The correlation part is attractive in both orientations.

So Hartree-Fock does attract in this parallel arrangement at 18 and 26 bohr, but with the wrong law. The sign depends on the direction of the shift: if $B$ is instead moved parallel to a line joining two hydrogens of one molecule, the same octupoles repel. The two parallel energies give the decay power
\begin{equation}
\frac{\ln(1.072/0.0820)}{\ln(26/18)}\simeq 6.99,
\end{equation}
the octupole value 7 and not the London value 6.

The correlation energies also yield $C_6$. For parallel identical molecules, exchanging the labels turns $\mathbf R$ into $-\mathbf R$ without changing the energy. A second-order term in $R^{-n}$ has parity $(-1)^n$ under this reversal, because each factor $R^{-(l+l'+1)}$ comes with an angular function of parity $(-1)^{l+l'}$, and two factors are multiplied. Odd powers therefore cancel in the dispersion energy, and its next term is $-C_8/R^8$. Define $f(R)=-R^6E_{\rm corr}\simeq C_6+C_8/R^2$. The table gives $f(18)\simeq 268$ and $f(26)\simeq 248$, and eliminating $C_8$ leaves
\begin{equation}
C_6\simeq\frac{26^2f(26)-18^2f(18)}{26^2-18^2}\simeq 231.
\end{equation}
The last step uses unrounded energies. The result is 3\% below the value 238 from Eq.~(\ref{eq:c6}) in the same basis. Terms beyond $C_8$ and the correlation correction to the permanent octupoles, which varies as $R^{-7}$, were neglected and may account for the difference.

\section{A pair that can be solved}

Replace each molecule by a charge $e$ of mass $m$ bound isotropically with frequency $\omega$. A static field $F$ displaces it by $eF/(m\omega^2)$, so $\alpha=e^2/(m\omega^2)$. With scaled coordinates $q=\sqrt m\,x$ and the coupling of Eq.~(\ref{eq:dip}), each axis $k$ has
\begin{equation}
H_k=\tfrac12(p_1^2+p_2^2)+\tfrac12\omega^2(q_1^2+q_2^2)+s_k\omega^2q_1q_2,
\quad s_k=\frac{c_k\alpha}{R^3},
\end{equation}
and $c=(1,1,-2)$. The coordinates $(q_1\pm q_2)/\sqrt2$ decouple the motion, with frequencies $\omega\sqrt{1\pm s_k}$. Subtracting the zero-point energy $\omega$ of two free oscillators per axis and using $\sqrt{1\pm s}\simeq1\pm s/2-s^2/8$,
\begin{align}
E_{\rm int}&=\frac{\omega}{2}\sum_k\left(\sqrt{1+s_k}+\sqrt{1-s_k}-2\right)\\
&\simeq-\frac{\omega}{8}\sum_k s_k^2=-\frac{3\alpha^2\omega}{4R^6}.
\end{align}

In mean field the state is a product, and the coupling becomes $s_k\omega^2\bar q_1\bar q_2$ with mean positions $\bar q$. For one oscillator, $\langle q^2\rangle=\bar q^2+(\Delta q)^2$, and the uncertainty relation gives a mean energy of at least $\omega/2+\omega^2\bar q^2/2$. The interaction per axis is thus bounded by
\begin{equation}
E_{\rm int}^{\rm MF}\ge\frac{\omega^2}{2}\left(\bar q_1^2+\bar q_2^2+2s_k\bar q_1\bar q_2\right)\ge0
\qquad(|s_k|<1).
\end{equation}
The undisturbed ground states reach zero. They belong to every set of lowest oscillator levels, so the mean-field minimum is zero however many levels are used. The condition fails when $2\alpha/R^3\ge1$, where the softest mode of the model also loses its restoring force.

For $\alpha=30$, $\omega=0.5$ and $R=10$, $C_6=\tfrac34\cdot 900\cdot 0.5=337.5$ and $-C_6/R^6=-337.5$ microhartree; the normal modes give $-337.8$. Diagonalizing the coupled problem with two levels per oscillator and axis gives $-337.4$, and with four levels $-337.8$. Two levels, with correlation between them, recover nearly all of an attraction that the mean field misses with any number.
